# Quantum capacitance of a metallic carbon nanotube in capacitance-voltage metrology

## Problem

A long metallic carbon nanotube has Fermi velocity $v=8\times10^5$ m/s. Near its neutrality point the bands are linear, $E=\pm\hbar v|k|$, where $k$ is measured from the band crossing. Each band is fourfold degenerate: two spins times two valleys. States moving left and right are counted in addition to this factor of four.

(a) Find the quantum capacitance per length $C_q$ from its definition, and evaluate it in fF/µm.

(b) Show whether it depends on temperature and on filling within the linear model. Then find what a small band gap changes.

(c) A (10,10) armchair tube is embedded in a uniform dielectric of relative permittivity 16, with 5.0 nm of it between the tube wall and a flat metal gate. The temperature is 300 K and the gate voltage is 0.50 V, measured from the neutrality point. Find the capacitance that a low-frequency capacitance-voltage (C-V) measurement would give, and the error made by reading it as purely geometric.

(d) Estimate the effects that the model leaves out.

## Solution

### (a) Definition and counting of states

Let $e>0$ be the elementary charge, $n$ the number of excess electrons per length, and $\mu$ the Fermi energy measured from the local neutrality point. If the tube is at electrostatic potential $\phi$, its electrochemical potential is $\mu-e\phi$. That of the gate is $\mu_g-e\phi_g$, with $\mu_g$ constant because the gate is a good metal. A voltmeter reads the difference of electrochemical potentials divided by $e$:

$$V_g=\frac{(\mu-e\phi)-(\mu_g-e\phi_g)}{e}=(\phi_g-\phi)+\frac{\mu-\mu_g}{e}.$$

The constant $-\mu_g/e$, together with any fixed contact offset, disappears when $V_g$ is measured from neutrality. The gate carries the charge $+en$ per length, so the electrostatic part is $\phi_g-\phi=en/C_g$, where $C_g$ is the geometric capacitance per length. Hence

$$V_g=\frac{en}{C_g}+\frac{\mu}{e}.$$

With $Q=en$, differentiation gives

$$\frac1C=\frac{dV_g}{dQ}=\frac1{C_g}+\frac1{e^2}\frac{d\mu}{dn}.$$

The second term acts as a capacitor in series, which defines

$$C_q=e^2\frac{dn}{d\mu}.$$

It expresses the fact that added electrons must enter higher levels, which costs voltage even if no electric field is produced.

To find $dn/d\mu$, close a tube of length $L$ into a ring. The allowed wave numbers are then spaced by $2\pi/L$. For one direction of motion, one spin and one valley, an energy interval $dE$ covers $dk=dE/(\hbar v)$ and contains

$$\frac{L\,dk}{2\pi}=\frac{L\,dE}{2\pi\hbar v}$$

states. There are two directions and four spin-valley combinations, so the density of states per length is

$$D=4\cdot2\cdot\frac1{2\pi\hbar v}=\frac4{\pi\hbar v}.$$

At zero temperature, raising $\mu$ by $d\mu$ fills $D\,d\mu$ states per length. Therefore

$$C_q=e^2D=\frac{4e^2}{\pi\hbar v}=\frac{8e^2}{hv},$$

where the last form uses $\hbar=h/2\pi$.

For the numbers, $\hbar v=0.5266$ eV nm, and

$$D=\frac4{\pi(0.5266)}=2.418\ \text{eV}^{-1}\,\text{nm}^{-1}.$$

One state per eV and nm corresponds to $e^2/(\text{eV nm})=e/(\text{V nm})=1.602\times10^{-19}$ F/nm, which is 0.1602 fF/µm. Thus

$$C_q=2.418\times0.1602=0.387\ \text{fF/µm}\approx0.39\ \text{fF/µm}.$$

If the stated factor of four already included the two directions, the result would be 0.194 fF/µm. The meaning of the degeneracy therefore has to be stated with the formula. The result also scales as $1/v$: at $10^6$ m/s it is 0.31 fF/µm. Faster electrons have more widely spaced levels, so the same added charge raises $\mu$ further.

### (b) Temperature, filling and a small gap

Write $f(x)=1/(e^{x/k_BT}+1)$. The excess density is electrons above neutrality minus holes below it. A state at energy $-E$ is empty with probability

$$1-f(-E-\mu)=f(E+\mu),$$

so

$$n=D\int_0^\infty\left[f(E-\mu)-f(E+\mu)\right]dE.$$

Since $\int_0^\infty f(E-\mu)\,dE=k_BT\ln(1+e^{\mu/k_BT})$, the difference is

$$n=Dk_BT\ln\frac{1+e^{\mu/k_BT}}{1+e^{-\mu/k_BT}}.$$

The numerator equals $e^{\mu/k_BT}$ times the denominator. The logarithm is therefore $\mu/k_BT$, and

$$n=D\mu.$$

In the linear model $C_q$ is thus independent of both temperature and filling. Extending the integral to infinity is justified while $|\mu|$ and $k_BT$ are small compared with the energies at which the bands cease to be linear. A direct sum over discrete $k$ at 300 K also gives 0.3874 fF/µm.

With equal nearest-neighbour hoppings, no nominally metallic tube has a gap. Curvature makes the hoppings unequal. In the armchair tube of part (c) this only shifts the crossing in $k$, but in other nominally metallic tubes it opens a small gap. Take $E=\pm\sqrt{p^2+\Delta^2}$ with $p=\hbar v|k|$ and full gap $2\Delta$. For the upper band $dE/dp=p/E$, so the density of states becomes

$$D(E)=D\frac{dp}{dE}=D\frac{E}{\sqrt{E^2-\Delta^2}},\qquad E>\Delta.$$

For $\mu\gg\Delta$ at low temperature, this exceeds $D$ by the fraction $\Delta^2/(2\mu^2)$: the gap flattens the band and slows the electrons slightly. At $\mu=0$ the effect is opposite. Both bands contribute equally, and

$$\frac{C_q(\Delta)}{C_q(0)}=2\int_0^\infty\left[-f'\!\left(\sqrt{p^2+\Delta^2}\right)\right]dp.$$

For positive argument $-f'$ decreases with energy, and the gap raises every energy from $p$ to $\sqrt{p^2+\Delta^2}$. Without a gap the right-hand side equals one. With a gap it is therefore less than one, and it tends to zero when $k_BT\ll\Delta$.

For a rough full gap of 30 meV at 300 K, the change is $-6.8\%$ at neutrality. At $\mu=0.225$ eV it is $+0.27\%$. The low-temperature estimate there is $\tfrac12(15/225)^2=0.22\%$; thermal averaging raises it because $1/E^2$ is a convex function.

### (c) The capacitance seen at the gate

**Geometric capacitance.** Treat the tube first as a conducting cylinder of radius $R$, with its axis at height $h$ above the gate plane. Replace it by a line charge $\lambda$ at height $s$, and the gate by an image $-\lambda$ at height $-s$. With $r_+$ and $r_-$ the distances to the two lines and $\varepsilon=\varepsilon_0\varepsilon_r$,

$$\phi=\frac{\lambda}{2\pi\varepsilon}\ln\frac{r_-}{r_+},$$

which vanishes on the gate. A surface of constant $\phi$ has $r_-=Kr_+$. Squaring this gives an equation with equal coefficients of $x^2$ and $y^2$, hence a circle centred on the vertical axis. Its highest and lowest points, at $h+R$ and $h-R$, must have the same ratio:

$$K=\frac{h+R+s}{h+R-s}=\frac{s+h-R}{s-h+R}.$$

Cross-multiplication gives $(s+R)^2-h^2=h^2-(s-R)^2$, so $s^2=h^2-R^2$. Insert $s=\sqrt{(h+R)(h-R)}$ in the first form of $K$ and divide numerator and denominator by $\sqrt{h+R}$:

$$K=\frac{\sqrt{h+R}+\sqrt{h-R}}{\sqrt{h+R}-\sqrt{h-R}}=\frac{2h+2s}{2R}=\frac{h+s}{R}.$$

The second step multiplies above and below by the numerator. Since $\ln\left[(h+\sqrt{h^2-R^2})/R\right]=\operatorname{arccosh}(h/R)$,

$$C_g=\frac{\lambda}{\phi}=\frac{2\pi\varepsilon_0\varepsilon_r}{\operatorname{arccosh}(h/R)}.$$

The circumference of a (10,10) tube with bond length 0.142 nm is $3\times10\times0.142=4.26$ nm. Hence $R=0.678$ nm, $h=5.678$ nm and $\operatorname{arccosh}(h/R)=2.815$. With $2\pi\varepsilon_0\varepsilon_r=0.890$ fF/µm,

$$C_g=\frac{0.890}{2.815}=0.316\ \text{fF/µm}.$$

Electrons in the lowest subbands are spread evenly around the circumference, unlike the charge on a metal cylinder. For such a ring of charge, the energy shift to first order follows from the mean potential on the ring. Its own charge contributes $-\ln R$. The image potential is harmonic inside the tube circle, so its mean equals its value at the centre and contributes $+\ln 2h$. The arccosh is thus replaced by $\ln(2h/R)$. This also gives 0.316 fF/µm, a difference of about 0.1%, so the choice does not matter here.

**Series result.** The two capacitances are comparable:

$$C=\frac{C_gC_q}{C_g+C_q}=\frac{0.3162\times0.3874}{0.7036}=0.174\ \text{fF/µm}.$$

This is 55% of $C_g$. To find the operating point, put $n=D\mu=C_q\mu/e^2$ in the voltage equation:

$$V_g=\frac{\mu}{e}\left(\frac{C_q}{C_g}+1\right),\qquad \mu=eV_g\frac{C_g}{C_g+C_q}=0.225\ \text{eV}.$$

The density is $n=2.418\times0.2247=0.543$ per nm. Only 0.275 V of the applied 0.50 V falls across the dielectric.

**Reading the measurement.** Suppose that 0.174 fF/µm were taken as geometric. With the spacing held fixed, the inferred permittivity would be $16\times0.551=8.8$ instead of 16. With the permittivity held fixed, one would need $\operatorname{arccosh}(h/R)=0.890/0.1741=5.11$, so $h\approx56$ nm: a film about eleven times too thick. The thickness error is so large because the geometric capacitance depends on distance only through a logarithm.

Conversely, $C_q$ can be extracted from $1/C_q=1/C-1/C_g$. Differentiating and multiplying by $-C_q$ gives

$$\frac{\delta C_q}{C_q}=\frac{C_q}{C}\frac{\delta C}{C}-\frac{C_q}{C_g}\frac{\delta C_g}{C_g}=2.2\,\frac{\delta C}{C}-1.2\,\frac{\delta C_g}{C_g}.$$

A 5% overestimate of $C_g$ alone therefore lowers the extracted $C_q$ by about 6%.

Two limits show when this matters. For $C_g\ll C_q$, $C\approx C_g(1-C_g/C_q)$ and the measurement mainly sees the dielectric. For $C_g\gg C_q$, $C\approx C_q(1-C_q/C_g)$. Within this model, further improvement of the dielectric then yields little, because $C$ cannot exceed $C_q$.

### (d) Effects left out

**Band shape.** In an armchair tube the two crossing bands have the same amplitude on all atoms of one sublattice in a ring, and plus or minus that amplitude on the other sublattice, to which all three neighbours of an atom belong. With nearest-neighbour hopping $t$ and axial period $a=\sqrt3\,a_{cc}$, where $a_{cc}$ is the bond length, each atom has one neighbour at the same axial position and two displaced by $\pm a/2$. The bands are therefore $E=\pm t[1+2\cos(ka/2)]$, with $k$ now measured from the zone centre and allowed to run beyond the first zone boundary. They cross where $\cos(ka/2)=-\tfrac12$, with slope $\hbar v=(\sqrt3/2)at=\tfrac32a_{cc}t$. The given velocity requires $t=2.47$ eV.

Away from the crossing, write $u=\pm E/t$ for the two bands and $\theta=ka/2$. Then $\cos\theta=(u-1)/2$, and the speed is proportional to

$$\sin\theta=\frac{\sqrt3}{2}\left(1+\frac{2u}{3}-\frac{u^2}{3}\right)^{1/2}.$$

The density of states varies as the inverse, which to second order is $1-u/3+u^2/3$ relative to the crossing. The linear terms cancel between the bands, leaving an increase of $E^2/(3t^2)$. At $\mu$ this is 0.28%. Diagonalizing the full 40-atom cell at 300 K gives 0.29% at the same $\mu$, and 0.3875 fF/µm at neutrality.

The next subbands begin at 0.764 eV and contribute about $10^{-8}$ of $C_q$ here. A gate voltage that brought $\mu$ within a few $k_BT$ of that edge would invalidate the constant $C_q$.

**Interactions.** The average Coulomb repulsion is already contained in $C_g$, and the given $v$ is taken as the quasiparticle velocity. Short-range exchange remains. An electron does not feel on-site repulsion from its own spin species, yet the smooth electrostatic energy counts both species. With 163 atoms per nm and a rough on-site repulsion $U=10$ eV, this one term changes $d\mu/dn$ by

$$-\frac{U}{2\times163\ \text{nm}^{-1}}=-0.031\ \text{eV nm}.$$

Compared with $1/D=0.414$ eV nm, that is 7%. Taken alone it would raise $C_q$, but other exchange and correlation terms are missing. The 7% is a scale of uncertainty, not a correction to apply.

**Finite length.** For a tube 1 µm long with reflecting ends, the level spacing is $hv/2L=1.65$ meV. The charging energy $e^2/(CL)$, which includes the level-filling cost because $C$ is the series capacitance, is 0.92 meV. Both are far below $k_BT=25.9$ meV, so a smooth charge is appropriate at 300 K. At 1 K, $k_BT$ is only 0.09 meV, far below both energies, and the smooth description would fail for a tube weakly coupled to its contacts.

**Dielectric field.** The field of two opposite lines is $\lambda s/(\pi\varepsilon r_+r_-)$. It is largest at the bottom of the tube, where $r_+r_-=s^2-(h-R)^2=2R(h-R)$. Therefore

$$F_{\max}=\frac{en}{2\pi\varepsilon R}\sqrt{\frac{h+R}{h-R}}=1.44\times1.127=1.63\ \text{MV/cm}.$$

This is the value for a metal cylinder; charge spread evenly around the tube gives 1.53 MV/cm. Both lie below a rough breakdown field of 4 MV/cm.

**Tunnelling.** Assume a barrier 2.0 eV above the tube's Fermi level at the operating point, and a tunnelling mass of 0.15 electron masses, both rough. Lowering the barrier everywhere by the full dielectric voltage leaves $\Phi=1.72$ eV and a decay constant $\kappa=2.61$ nm$^{-1}$. For a thick rectangular barrier with equal masses on both sides, the transmission is at most $4e^{-2\kappa d}$. With $d=5$ nm this is $1.9\times10^{-11}$.

A rough attempt rate $\nu=10^{15}$ s$^{-1}$ gives the leakage current per length $I=en\nu\times1.9\times10^{-11}=1.7\times10^{-12}$ A/µm. Since $\kappa\propto\sqrt\Phi$, the logarithmic slope of the transmission with voltage is at most $e\kappa d/\Phi$, so an upper estimate of the leakage conductance, for the assumed barrier and attempt rate, is

$$G=I\left(\frac1{V_g}+\frac{e\kappa d}{\Phi}\right)=1.6\times10^{-11}\ \text{S/µm}.$$

At 1 MHz the capacitive admittance $\omega C$ is $1.1\times10^{-9}$ S/µm, and the ratio is 1.5%. At 10 kHz, with the same $G$, the two would be comparable. If the 2.0 eV were measured from the neutrality point instead, the leakage would be about six times larger. The estimate is exponentially sensitive to barrier and thickness, so it indicates an order of magnitude only.

**Comparison with a real device.** The permittivity and spacing are roughly those of a thin hafnia gate dielectric. The assumption most easily broken is uniform embedding. Even around a fully covered tube, the dielectric begins a small distance $g$ outside the carbon nuclei. If this gap is treated as vacuum, the field of evenly spread charge is unscreened between $R$ and $R+g$, and approximately

$$C_g\approx\frac{2\pi\varepsilon_0}{\ln\dfrac{R+g}{R}+\dfrac1{\varepsilon_r}\ln\dfrac{2h}{R+g}}.$$

For a rough $g=0.3$ nm, $C_g$ falls to about 0.11 fF/µm and $C$ to about 0.08 fF/µm, half the value found in (c). The numbers in (c) therefore belong to an ideal dielectric that reaches the tube wall, and should not be taken as a prediction for a real hafnia device. A tube lying on the film with air around it also has a much smaller $C_g$, because its field starts in air. For evenly spread charge and a tube just touching the film, the effective permittivity to use in the formula for $C_g$ is only about 3. Then $C_g$ is about 0.06 fF/µm and $C$ about 0.05 fF/µm, roughly 70% below the value for the embedded tube. Unlike the embedded case, these figures depend on the assumptions. The film pulls charge to the bottom of the tube, and allowing the π electrons to redistribute raises $C_g$ to about 0.09 fF/µm for a touching tube, a drop in $C$ of about 60%. A 0.3 nm gap under the tube lowers $C_g$ to about 0.05 fF/µm, a drop of about 75%. Charge traps beside the tube matter too. If they follow the measuring signal and share the tube's potential, they add to $C_q$ in parallel. A trap density one tenth of $D$ would raise $C$ by about 4%. Stray capacitance of leads and contacts must also be subtracted, since the tube contributes only 0.17 fF per micrometre.

The main values are listed in the numerical output below.

## Computed results

```
Fermi velocity: 8.0e+05 m/s
hbar v: 0.5266 eV nm
Density of states D: 2.4180 1/(eV nm)
C_q from formula: 0.3874 fF/um
C_q from explicit k sum, 300 K: 0.3874 fF/um
C_q from tight binding, mu=0, 300 K: 0.3875 fF/um
C_q if four included both directions: 0.1937 fF/um
C_q for v = 1e6 m/s: 0.3099 fF/um
Carbon bond length: 0.142 nm
Hopping energy: 2.472 eV
Tube radius: 0.678 nm
Temperature: 300 K
Thermal energy kT: 25.85 meV
Relative permittivity (rough): 16
Tube-to-gate spacing: 5.0 nm
Axis height h: 5.678 nm
C_g, conducting cylinder: 0.3162 fF/um
C_g, uniform ring charge: 0.3158 fF/um
Series capacitance C: 0.1741 fF/um
C from tight-binding charge: 0.1743 fF/um
Ratio C/C_g: 0.551
Gate voltage: 0.50 V
Fermi energy mu: 0.2247 eV
mu from tight-binding charge: 0.2246 eV
Excess electrons: 0.5434 1/nm
Voltage across dielectric: 0.2753 V
Peak field factor: 1.127
Peak field at tube: 1.63 MV/cm
Breakdown field (rough input): 4 MV/cm
C_q change by band shape at mu: 0.29 %
Next subband edge: 0.764 eV
Higher-subband share of C_q: 1.2e-08
Curvature gap, other tubes (rough): 30 meV
C_q change by gap, mu=0: -6.84 %
C_q change by gap, at mu: 0.27 %
Tube length for finite-size check: 1.0 um
Level spacing h v/(2L): 1.65 meV
Charging energy e^2/(C L): 0.92 meV
On-site repulsion (rough input): 10 eV
On-site exchange / (1/D): 7.4 %
Tunnel barrier (rough input): 2.0 eV
Tunnel mass (rough input): 0.15 electron masses
Attempt rate (rough input): 1e+15 1/s
Lowered barrier: 1.72 eV
Decay constant kappa: 2.61 1/nm
Tunnel transmission: 1.9e-11
Leakage current: 1.7e-12 A/um
Measurement frequency: 1 MHz
Leakage conductance: 1.6e-11 S/um
Capacitive admittance: 1.1e-09 S/um
Leakage/capacitive ratio: 1.5e-02
```
